# When the sealed ends of a diffusion couple begin to change

## Problem

Two flat blocks, each of thickness \(L\), are joined at \(x=0\). At \(t=0\) the composition is \(c_A\) for \(-L<x<0\) and \(c_B\) for \(0<x<L\). The interdiffusion coefficient \(D\) is constant, diffusion is one-dimensional, volume changes are neglected, and no matter passes the outer faces \(x=\pm L\).

(a) At what value of \(Dt/L^2\) has the composition at \(x=L\) changed by one percent of the initial step \(c_A-c_B\)?

(b) Find the corresponding time for \(L=0.5\) mm and \(D=1\times10^{-13}\ \mathrm{m^2/s}\), with a step of 20 at.%. These are round model parameters.

The percentage refers to the full step, not to the local composition \(c_B\), which may be zero.

## Hints

1. Remove the two compositions by a linear scaling, and measure length in units of \(L\). How many parameters are left?
2. A sealed face has zero composition gradient. A profile that is even about a plane also has zero gradient there. Continue the initial profile beyond both faces so that it is even about each.
3. Stand at \(x=L\) and list the distances to the regions that were initially filled. Both sides contribute.
4. Estimate the second term of the resulting series before trying to invert all of it.
5. Show that the end composition moves in one direction, so that the time found is the only one.

## Solution

### Scaling

Define

\[
u=\frac{c-c_B}{c_A-c_B},\qquad \tau=\frac{Dt}{L^2},
\]

and from here on let \(x\) stand for position divided by \(L\), unless \(L\) is written explicitly. Since \(\partial_t=(D/L^2)\,\partial_\tau\) and each space derivative brings a factor \(1/L\), the equation \(\partial_t c=D\,\partial_x^2c\) becomes

\[
u_\tau=u_{xx},\qquad u_x(\pm1,\tau)=0,
\]

with \(u=1\) on \((-1,0)\) and \(u=0\) on \((0,1)\) at \(\tau=0\). No parameter remains. The right end starts at \(u=0\), so its fractional change is \(u_L(\tau)=u(1,\tau)\), and the question is when \(u_L=0.01\).

The left end needs no separate treatment. The function \(1-u(-x,\tau)\) satisfies the same equation, end conditions and initial condition as \(u(x,\tau)\), so the two are equal. At \(x=1\) this gives \(u(-1,\tau)=1-u_L(\tau)\): the left end falls by as much as the right end rises.

### Reflection

Reflecting the initial profile about \(x=-1\) extends the filled interval \((-1,0)\) to \((-2,0)\). Reflecting about \(x=1\) then produces a filled interval \((2,4)\). Repeated reflection gives a square wave of period 4, filled on

\[
\dots,\ (-6,-4),\ (-2,0),\ (2,4),\ (6,8),\ \dots
\]

Let this wave diffuse on an infinite line. The diffusion equation is unchanged by reflection, so the profile stays even about \(x=\pm1\). It is smooth for \(\tau>0\), so its slope vanishes there. Between the two planes it is therefore the solution for the sealed couple.

On the infinite line, material initially at \(y\) contributes at \(x\) with the weight

\[
G=\frac{1}{\sqrt{4\pi\tau}}\exp\!\left[-\frac{(x-y)^2}{4\tau}\right].
\]

A filled interval at distances \(a\) to \(b\) on one side of the observer contributes, with \(q=r/(2\sqrt\tau)\) and \(dr=2\sqrt\tau\,dq\),

\[
\int_a^b\frac{e^{-r^2/4\tau}}{\sqrt{4\pi\tau}}\,dr
=\frac1{\sqrt\pi}\int_{a/2\sqrt\tau}^{b/2\sqrt\tau}e^{-q^2}dq
=\frac12\left[\operatorname{erfc}\frac{a}{2\sqrt\tau}-\operatorname{erfc}\frac{b}{2\sqrt\tau}\right].
\]

Seen from \(x=1\), the intervals \((-2,0)\) and \((2,4)\) both lie at distances 1 to 3, the next pair at 5 to 7, and so on. The two sides double each contribution and cancel the factor \(1/2\):

\[
u_L(\tau)=\operatorname{erfc}\frac{1}{2\sqrt\tau}-\operatorname{erfc}\frac{3}{2\sqrt\tau}+\operatorname{erfc}\frac{5}{2\sqrt\tau}-\dots
\]

### Inversion

Put \(z=1/(2\sqrt\tau)\). The terms alternate in sign and decrease in size, so keeping the first one overestimates \(u_L\) by less than \(\operatorname{erfc}(3z)\). The condition becomes

\[
\operatorname{erfc}z=0.01,\qquad \tau=\frac1{4z^2}.
\]

The root is \(z=1.82139\), hence

\[
\frac{Dt}{L^2}=\frac{1}{4(1.82139)^2}=0.07536 .
\]

At this root \(\operatorname{erfc}(3z)=1.1\times10^{-14}\), which is negligible beside 0.01. A finite-volume calculation of the sealed couple, which uses no reflections, gives 0.075358.

### Only one such time

The gradient \(w=u_x\) also obeys the diffusion equation. It vanishes at both ends and starts as a negative spike at \(x=0\). By the maximum principle it never becomes positive. Since \(w(1)=0\) and \(w\le0\) just inside the face,

\[
u_\tau(1,\tau)=w_x(1,\tau)=\lim_{\epsilon\to0^+}\frac{w(1)-w(1-\epsilon)}{\epsilon}\ge0 .
\]

The end composition never falls. To exclude a plateau, expand \(u\) in the modes \(\cos[n\pi(x+1)/2]\), which have zero slope at both ends. For \(n\ge1\) the integral of the squared mode over \((-1,1)\) is 1, so the coefficients are

\[
a_n=\int_{-1}^{0}\cos\frac{n\pi(x+1)}2\,dx=\frac{2}{n\pi}\sin\frac{n\pi}{2},
\]

and the mean is \(1/2\). Even \(n\ge2\) drop out. For \(n=2k+1\) the sine is \((-1)^k\), the mode equals \(-1\) at \(x=1\), and it decays at the rate \(n^2\pi^2/4\). Thus

\[
u_L(\tau)=\frac12-\frac2\pi\sum_{k=0}^{\infty}\frac{(-1)^k}{2k+1}\,e^{-(2k+1)^2\pi^2\tau/4}.
\]

For \(\tau>0\) this is an analytic function of \(\tau\). If it were constant over some interval it would be constant throughout, but it goes from 0 at early times to \(1/2\) at late times. It therefore rises strictly, and the level 0.01 is reached once. Solving with this series again gives 0.075359.

The two series suit opposite limits. At early times the first term of the error-function series suffices. At late times the slowest mode remains, and \(u_L\simeq\frac12-\frac2\pi e^{-\pi^2\tau/4}\), the approach to a uniform couple. A one-percent change belongs to the early regime.

### The time in hours

For the given couple,

\[
t=\tau\frac{L^2}{D}=0.07536\times\frac{(0.5\times10^{-3}\ \mathrm m)^2}{1\times10^{-13}\ \mathrm{m^2/s}}
=1.884\times10^{5}\ \mathrm s=52.3\ \mathrm h .
\]

The end has then moved by \(0.01\times20=0.20\) at.%. The diffusion length \(\sqrt{Dt}\) is 137 µm, so each block is 3.64 diffusion lengths thick. The size of the step affects the shift in at.%, but not the time.

### What the sealed face does

In an infinitely long couple the profile is \(\frac12\operatorname{erfc}[x/(2\sqrt\tau)]\). At \(x=1\) and the time just found, it gives 0.005, half the actual change. The missing half is the material that would have passed beyond \(x=1\) and is instead turned back.

Demanding 0.01 from the infinite-couple formula means \(\operatorname{erfc}z=0.02\), or \(Dt/L^2=0.0924\) and 64.2 h. At that time the sealed end has changed by two percent. A factor of 2 in composition changes the time by a factor of only 1.23, because the complementary error function falls steeply in this range.

### Conditions

The result needs a constant \(D\), a sharp initial step and tight faces. A composition-dependent \(D\) changes the profile and hence the number. Unequal thicknesses are easily included. If the blocks have thicknesses \(L_A\) and \(L_B\), the nearest filled intervals seen from the face of block \(B\) begin at distance \(L_B\) and end at \(L_B+2L_A\). The leading term is then \(\operatorname{erfc}[L_B/(2\sqrt{Dt})]\), provided that the term from the far edge, \(\operatorname{erfc}[(L_B+2L_A)/(2\sqrt{Dt})]\), is negligible.

## Variation 1: how far does the change spoil a Matano inversion?

**Question.** The profile at the one-percent time is inverted by the Matano formula as if the couple were infinite, with the integral taken over the measured profile up to the face. What \(D\) results?

**Solution.** In an infinite couple \(u\) depends on \(x/\sqrt\tau\) alone, so \(u_\tau=-(x/2\tau)u_x\). In physical variables, integrating \(D\,u_{xx}=-(x/2t)\,u_x\) from \(x\) to infinity gives \(-D\,u_x=\frac1{2t}\int_x^\infty\xi(-u_\xi)\,d\xi\). Applied to the sealed profile, in scaled variables, the formula yields

\[
\frac{D_{\rm app}}{D}=\frac{1}{2\tau(-u_x)}\int_x^1\xi(-u_\xi)\,d\xi .
\]

For \(0\le x<1\) keep the step at \(x=0\) and its nearest reflection, at \(x=2\). With \(s=2\sqrt\tau\) and \(E(y)=e^{-y^2/s^2}\),

\[
u\simeq\frac12\operatorname{erfc}\frac xs+\frac12\operatorname{erfc}\frac{2-x}s,\qquad
-u_x\simeq\frac{E(x)-E(2-x)}{s\sqrt\pi}.
\]

The integral, multiplied by \(s\sqrt\pi\), has two parts. The direct part is

\[
\int_x^1\xi E(\xi)\,d\xi=\frac{s^2}{2}\,[E(x)-E(1)].
\]

In the reflected part, substitute \(\eta=2-\xi\):

\[
\int_1^{2-x}(2-\eta)E(\eta)\,d\eta
=s\sqrt\pi\left[\operatorname{erfc}\frac1s-\operatorname{erfc}\frac{2-x}s\right]-\frac{s^2}2\,[E(1)-E(2-x)].
\]

Subtracting the second from the first cancels \(E(1)\). Dividing by \(2\tau[E(x)-E(2-x)]\), with \(s^2/2=2\tau\) and \(s/(2\tau)=1/\sqrt\tau\), gives

\[
\frac{D_{\rm app}}D=1-\sqrt{\frac\pi\tau}\;
\frac{\operatorname{erfc}(1/s)-\operatorname{erfc}[(2-x)/s]}{E(x)-E(2-x)} .
\]

At the centre the denominator is nearly 1 and the second erfc is negligible. The bias is then \(\sqrt{\pi/\tau}\times0.01\). Since \(1/\sqrt\tau=3.643\), the prefactor is \(1.772\times3.643=6.46\), and \(D_{\rm app}/D=0.935\). A one-percent change at the end thus lowers the inferred \(D\) at the centre by 6.5 percent. The ratio is 0.853 at \(x/L=0.5\) and 0.535 at \(x/L=0.8\). At all three positions the unrounded formula agrees with the finite-volume profile to within \(3\times10^{-4}\).

At the face the ratio tends to zero. At a small distance \(\delta\) from it the slope is proportional to \(\delta\), while the integral of that slope is proportional to \(\delta^2\).

If the bias at the centre is to be one percent, the anneal must stop when \(\sqrt{\pi/\tau}\,\operatorname{erfc}[1/(2\sqrt\tau)]=0.01\). This gives \(Dt/L^2=0.0479\), or 33.3 h in the example. The end has then changed by only 0.12 percent of the step, about 0.025 at.%.

## Variation 2: can the same profile still be used?

**Question.** The original composition \(c_B\) is known. Let the Matano integral start from \(u=0\) instead of the measured end value \(u_L\), with the missing range of compositions placed at \(x=L\). How much of the bias remains?

**Solution.** The change adds a rectangle of width 1 and height \(u_L\simeq\operatorname{erfc}(1/s)\) to the scaled integral. Its contribution to \(D_{\rm app}/D\) is

\[
\frac{\operatorname{erfc}(1/s)}{2\tau(-u_x)}
=\sqrt{\frac\pi\tau}\;\frac{\operatorname{erfc}(1/s)}{E(x)-E(2-x)},
\]

which cancels the first erfc in the bias. What remains is

\[
\frac{D_{\rm app}}D=1+\sqrt{\frac\pi\tau}\;\frac{\operatorname{erfc}[(2-x)/s]}{E(x)-E(2-x)} .
\]

Integration by parts shows what the rectangle restores:

\[
\int_x^1\xi(-u_\xi)\,d\xi+u_L=x\,u(x)+\int_x^1u\,d\xi .
\]

At \(x=0\) the right side is the whole amount that has crossed the joint. Without the rectangle, \(u_L\) is missing from this amount. The flux at the joint is still almost that of an infinite couple, because the nearest reflected step is a distance \(2L\) away. The amount crossed therefore still grows nearly as \(\sqrt t\), as the Matano formula assumes.

At the one-percent time the values are:

| \(x/L\) | From \(u_L\) | From \(u=0\) |
|---|---:|---:|
| 0 | 0.935 | 1.000 |
| 0.5 | 0.853 | 1.002 |
| 0.8 | 0.535 | 1.116 |

At the centre the formula gives an excess over 1 of about \(2\times10^{-6}\). At this level it is incomplete: the neglected step at \(x=-2\) is as near to the centre as the retained one at \(x=2\), and including it doubles the excess. The excess arises because the two reflected steps each lower the slope at the joint by the fraction \(e^{-L^2/(Dt)}=1.7\times10^{-6}\), while the amount crossed changes much less. It is negligible in practice. At \(x/L=0.8\) the correction leaves an error of about 12 percent with the opposite sign. Closer to the face the corrected ratio diverges, since the slope vanishes while the integral does not.

The rectangle thus rescues the centre of the profile, but not its outer part. There the profile has lost the dependence on \(x/\sqrt t\) alone on which the inversion rests. If \(D\) is constant, it can be obtained there by fitting the sealed-couple solution instead. The values used here are collected in the numerical output below.

## Numbers as computed

```
threshold, fraction of step: 0.01
z with erfc(z) = threshold: 1.82139
critical Dt/L^2, closed form: 0.075359
critical Dt/L^2, cosine series: 0.075359
critical Dt/L^2, finite volume: 0.075358
first neglected term erfc(3z): 1.1e-14
L/sqrt(Dt) at critical time: 3.6428
end change without reflection: 0.00500
Dt/L^2 from infinite couple: 0.092389
true end change at that time: 0.02000
ratio of infinite to sealed time: 1.2260
Matano D_app/D at the critical time:
  x/L = 0.0: raw 0.9354, with rectangle 1.000002
  x/L = 0.5: raw 0.8535, with rectangle 1.001655
  x/L = 0.8: raw 0.5353, with rectangle 1.115796
neglected scale exp(-L^2/(Dt)): 1.7e-06
Dt/L^2 for 1 % raw bias at centre: 0.04790
end change at that time: 0.001235
half length L: 0.50 mm
diffusivity D: 1.0e-13 m^2/s
initial step: 20.0 at.%
end shift at threshold: 0.20 at.%
critical time: 1.8840e+05 s
critical time: 52.33 h
time from infinite couple: 64.16 h
time for 1 % centre bias: 33.27 h
sqrt(Dt) at critical time: 137.3 micrometre
```
